\section*{Surface composition of a sputtered target implanted by diatomic ions}

\section{Definitions and conventions}

A thick metal target is bombarded by ions from a plasma containing an inert gas and a diatomic reactive gas. The following symbols are used.

\begin{itemize}
\item $J$ is the number of ions of all kinds arriving per unit area and time.
\item $f$ is the fraction of the ion current carried by diatomic ions. All ions are singly charged, so $f$ is also their fraction by number. The other ions are taken to be inert. Ions of single reactive atoms, which a real plasma also contains, are neglected. Secondary electrons leaving the target are not counted in the ion current.
\item $Y$ is the mean number of metal atoms ejected per incident ion of any kind. It is averaged over the ion mixture and refers to the surface as it is in the steady state. If inert ions eject $Y_{\rm a}$ metal atoms each and diatomic ions $Y_{\rm b}$, then $Y=(1-f)Y_{\rm a}+fY_{\rm b}$.
\item $n_0$ is the number density of the pure metal, $n$ that of implanted atoms, and $c$ the number of implanted atoms per metal atom.
\item $x\ge 0$ is the depth below the instantaneous surface. An implanted atom comes to rest between $x$ and $x+dx$ with probability $p(x)\,dx$, and
\begin{equation}
P(x)=\int_0^x p(s)\,ds,\qquad P(\infty)=1 .
\label{eq:P}
\end{equation}
\end{itemize}

A diatomic ion breaks up on impact and implants both its atoms. The basic model assumes that these atoms stay where they stop until the receding surface reaches them, that they are then ejected in proportion to their number at the surface, and that no neutral gas is taken up. Under these conditions the steady surface ratio is
\begin{equation}
c(0)=\frac{2f}{Y}.
\label{eq:main}
\end{equation}
Diffusion and swelling are left out at first. Neither changes (\ref{eq:main}) by itself, as shown below, although both change other features of the target.

\section{Balance below a receding surface}

In a time $dt$ the ions eject $JY\,dt$ metal atoms per unit area. Without swelling, the metal density stays $n_0$, so these atoms filled a thickness $v\,dt$ with $n_0v\,dt=JY\,dt$. The surface therefore recedes at the speed
\begin{equation}
v=\frac{JY}{n_0}.
\label{eq:v}
\end{equation}

Let $z$ be a coordinate fixed in the material, with the surface at $z=vt$, so that $x=z-vt$. At fixed $z$ the density of implanted atoms changes only by implantation, which supplies $2fJ$ atoms per unit area and time, distributed as $p(x)$. By the chain rule, the time derivative at fixed $z$ is $\partial n/\partial t-v\,\partial n/\partial x$ when $n$ is written as a function of $x$ and $t$. Hence
\begin{equation}
\frac{\partial n}{\partial t}=v\frac{\partial n}{\partial x}+2fJ\,p(x).
\label{eq:transport}
\end{equation}
The first term on the right describes material carried towards the surface.

Take a target that is clean at $t=0$, and let $Y$ keep its steady value from the start, so that $v$ is constant. The material found at depth $x$ at time $t$ was at depth $s=x+v(t-t')$ at the earlier time $t'$. Adding up what it received on the way gives
\begin{equation}
n(x,t)=2fJ\int_0^t p\bigl(x+v(t-t')\bigr)\,dt' .
\label{eq:history}
\end{equation}
Since $ds=-v\,dt'$, and $s$ runs from $x+vt$ down to $x$, reversing the limits removes the minus sign:
\begin{equation}
n(x,t)=\frac{2fJ}{v}\int_x^{x+vt}p(s)\,ds
=\frac{2fJ}{v}\left[P(x+vt)-P(x)\right].
\label{eq:solution}
\end{equation}
Division by $n_0$ and use of (\ref{eq:v}), which gives $n_0v=JY$, leads to
\begin{equation}
c(x,t)=\frac{2f}{Y}\left[P(x+vt)-P(x)\right].
\label{eq:ctime}
\end{equation}

Two limits follow. At the surface $P(0)=0$, so $c(0,t)=(2f/Y)P(vt)$: the ratio rises as erosion uncovers material that has been exposed to more of the implantation profile. Once the eroded depth exceeds nearly all implantation depths, $P(x+vt)\to1$ and
\begin{equation}
c(x)=\frac{2f}{Y}\left[1-P(x)\right].
\label{eq:steady}
\end{equation}
Setting $x=0$ gives (\ref{eq:main}). The ion flux has cancelled because it drives supply and erosion equally. At given $f$ and $Y$, the range of the ions has no effect on the surface ratio. It sets the thickness of the altered layer and the erosion needed to form it.

The same result has a direct reading. In the steady state each ion supplies on average $2f$ atoms, which must leave again, while $Y$ metal atoms leave. The ejected material thus has the ratio $2f/Y$, and with proportional ejection the surface has the same ratio.

\section{Swelling and diffusion}

\subsection{Swelling}

Implanted atoms may push the metal atoms apart. Let $n_m(x)$ be the resulting metal density and $u(x)$ the speed at which material at depth $x$ moves towards the surface, measured relative to the surface. In the steady state there is no source of metal inside the target, so the same metal flux crosses every depth:
\begin{equation}
n_m(x)\,u(x)=JY .
\label{eq:metalflux}
\end{equation}
For the implanted atoms, the flux leaving a slice at $x$ equals the flux entering it at $x+dx$ plus the implantation in the slice:
\[
(nu)(x)=(nu)(x+dx)+2fJ\,p(x)\,dx .
\]
Therefore $d(nu)/dx=-2fJ\,p$. Integration from $x$ to infinity, where $n=0$, gives $nu=2fJ[1-P(x)]$. Dividing by (\ref{eq:metalflux}) cancels $u$:
\begin{equation}
\frac{n(x)}{n_m(x)}=\frac{2f}{Y}\left[1-P(x)\right].
\label{eq:swell}
\end{equation}
This is (\ref{eq:steady}) again, with $x$ the real depth in the swollen target and $P$ the profile that applies there. Swelling alters the densities and the approach to the steady state, but not the surface ratio at given $Y$.

A layer-by-layer calculation tested this at a high dose, with $f=0.30$, $Y=1.2$ and each implanted atom adding half the volume of a metal atom. It gave a surface ratio of 0.5000, equal to $2f/Y=0.60/1.2$.

\subsection{Diffusion and desorption}

Now let the implanted atoms diffuse with a constant coefficient $D$, again without swelling. The flux towards the surface is $vn+D\,dn/dx$, and the steady balance is
\begin{equation}
D\frac{d^2n}{dx^2}+v\frac{dn}{dx}+2fJ\,p(x)=0 .
\label{eq:diffusion}
\end{equation}
Below the implanted region the solutions are a constant and $e^{-vx/D}$. The deep target is clean, so the constant vanishes, and both $n$ and $dn/dx$ tend to zero. This requires a target much thicker than $D/v$.

Sputtering removes $vn(0)$ atoms per unit area and time. Suppose that desorption removes a further $kn(0)$, where $k$ has the dimension of a speed. The total flux reaching the surface must equal the total loss,
\[
vn(0)+Dn'(0)=vn(0)+kn(0),
\]
so that $Dn'(0)=kn(0)$. Integrating (\ref{eq:diffusion}) over all depths gives
\begin{equation}
-Dn'(0)-vn(0)+2fJ=0 .
\label{eq:integrated}
\end{equation}
Inserting the boundary condition yields $(v+k)n(0)=2fJ$, or
\begin{equation}
c(0)=\frac{2f}{Y}\,\frac{1}{1+k/v}.
\label{eq:desorb}
\end{equation}
Without desorption, $k=0$ and (\ref{eq:main}) is recovered for any $D$ that meets the thickness condition. Diffusion spreads atoms inwards, but in the steady state the receding surface collects them all. With desorption the surface ratio falls. The amount by which the density falls decays with depth as $e^{-vx/D}$ and is thus concentrated within a depth of about $D/v$, so (\ref{eq:desorb}) describes a real surface layer only if $D/v$ is larger than the thickness of an atomic layer.

A reaction that merely binds implanted atoms inside the target likewise leaves their total balance unchanged. It matters if it changes $Y$, the relative ease of ejection, desorption or the uptake of gas.

\section{Corrections to yield, retention and ejection}

\subsection{When the total yield is given}

Suppose that the known quantity is $Y_0$, the number of atoms of both kinds ejected per ion, and that it does not depend on composition. With proportional ejection, metal makes up the fraction $1/(1+c)$ of the ejected atoms, where $c$ now stands for the surface ratio. Thus $Y=Y_0/(1+c)$, and (\ref{eq:main}) becomes
\[
c=\frac{2f(1+c)}{Y_0}
\quad\Longrightarrow\quad
c\,(Y_0-2f)=2f .
\]
For $Y_0>2f$ the solution is
\begin{equation}
c(0)=\frac{2f}{Y_0-2f}.
\label{eq:total}
\end{equation}
When $2f\ll Y_0$ this approaches $2f/Y_0$. When $Y_0\le2f$ the ions bring in at least as many reactive atoms as the total number ejected, and this model has no steady state with a finite ratio. The layer calculation with $f=0.30$ and $Y_0=1.2$ gave 0.9999, against $0.60/(1.2-0.60)=1.0000$ from (\ref{eq:total}).

\subsection{Reflection and preferential ejection}

If each atom of the diatomic ion is reflected with probability $R$, the supply per ion falls from $2f$ to $2f(1-R)$, and
\begin{equation}
c(0)=\frac{2f(1-R)}{Y}.
\label{eq:reflect}
\end{equation}

Next, let an implanted atom in a mixed surface layer be ejected with $r$ times the probability of a metal atom. The ejected ratio is then $rc$, not $c$. Equating the ejected implanted atoms per ion, $rcY$, to the supply $2f$ gives
\begin{equation}
c(0)=\frac{2f}{rY}.
\label{eq:prefer}
\end{equation}
Atoms that are hard to eject accumulate until their larger number makes up for their smaller ejection probability.

\section{Uptake of neutral gas}

Neutral molecules of mass $m$, partial pressure $p_{\rm g}$ and temperature $T$ also strike the target. For a Maxwell distribution of the velocity component $w$ towards the surface, and number density $n_{\rm g}=p_{\rm g}/k_{\rm B}T$, their flux is
\begin{align}
\Gamma&=n_{\rm g}\sqrt{\frac{m}{2\pi k_{\rm B}T}}
\int_0^\infty w\,e^{-mw^2/2k_{\rm B}T}\,dw \nonumber\\
&=n_{\rm g}\sqrt{\frac{m}{2\pi k_{\rm B}T}}\;\frac{k_{\rm B}T}{m}
=\frac{p_{\rm g}}{\sqrt{2\pi mk_{\rm B}T}} .
\label{eq:gasflux}
\end{align}
Let $s$ be the probability that an arriving molecule sticks and that both its atoms remain until sputtered. The supply of reactive atoms is then $2fJ+2s\Gamma$. At given $Y$, and with proportional ejection, the steady balance is
\begin{equation}
c(0)=\frac{2f}{Y}+\frac{2s\Gamma}{JY}.
\label{eq:both}
\end{equation}
The two supplies are equal when $s=fJ/\Gamma$. Equation (\ref{eq:both}) holds while the surface can still accept gas at the assumed $s$. As sites fill, $s$ falls, and a constant value overstates the uptake.

\section{Example: tin in argon with a little oxygen}

Take rough values for magnetron sputtering of tin: $n_0=37\ {\rm nm^{-3}}$, $Y=1.2$, $f=0.06$ and an ion current density of $10\ {\rm mA/cm^2}$. The oxygen atoms are given a mean depth of 1.5 nm and a standard deviation of 0.75 nm. These are illustrative values, since the real ones depend on the ion energy. Their profile is taken as the gamma distribution
\[
p(x)=\frac{x^3e^{-x/a}}{6a^4},\qquad a=0.375\ {\rm nm},
\]
whose mean is $4a$ and whose standard deviation is $2a$.

\subsection{Ratio, depth and time}

The surface ratio is
\[
c(0)=\frac{2\times0.06}{1.2}=0.10,
\]
or one implanted oxygen atom for ten tin atoms. A simulation that placed atoms singly below a receding surface, and counted those left in the top 0.1 nm after 10 nm of erosion, also gave 0.100.

Dividing the current density by the elementary charge gives $J=6.24\times10^{16}\ {\rm cm^{-2}\,s^{-1}}$, or $624\ {\rm nm^{-2}\,s^{-1}}$. From (\ref{eq:v}),
\[
v=\frac{624\times1.2}{37}\ {\rm nm/s}=20.2\ {\rm nm/s}.
\]

At the mean depth, (\ref{eq:steady}) gives a ratio of 0.0433, and the simulation gave 0.0432. After only 1.5 nm of erosion, the surface ratio from (\ref{eq:ctime}) is 0.0567. The simulation gave 0.0573, about 1\% more. Most of this difference comes from counting atoms in a slab 0.02 nm thick. The slab's mean depth is 0.01 nm, and at this early time the ratio still rises with depth. With $p(1.5\ {\rm nm})=0.52\ {\rm nm^{-1}}$ and negligible $p$ at the surface, the expected relative excess is $0.52\times0.01/0.567$, or 0.9\%. The remainder lies within the counting noise of the run, about 0.5\%.

The surface reaches 99\% of its steady ratio when $P(vt)=0.99$, at an eroded depth of 3.77 nm. The ion fluence is the number of metal atoms removed per unit area divided by $Y$:
\[
\frac{37\times3.77}{1.2}\ {\rm nm^{-2}}
=1.16\times10^{16}\ {\rm cm^{-2}},
\]
and the time is $3.77/20.2=0.19$ s. This is the time to build the implanted layer at fixed plasma conditions and constant $Y$, without diffusion. If the total yield is fixed at 1.2 instead, the metal yield falls as oxygen builds up, and reaching 99\% of the steady ratio, then 0.111, takes 0.26 s without swelling, or 0.25 s if each oxygen atom adds 0.2 of a tin atom's volume. Neither time says how fast the gas pressure in a chamber settles.

\subsection{Size of the corrections}

If the value 1.2 is the total yield, (\ref{eq:total}) gives $0.12/1.08=0.111$, which is 11\% above the simple result. If each oxygen atom adds 0.2 of a tin atom's volume, the surface swells by $0.2\times0.10=2\%$, with no change of ratio at fixed $Y$. Reflection of one atom in five, an illustrative value that is probably low for oxygen on clean tin, lowers the ratio to 0.080. The single-atom simulation gave 0.0805.

A diffusion coefficient of $30\ {\rm nm^2/s}$ makes $D/v$ equal to the mean implantation depth. The numerical solution of (\ref{eq:diffusion}) then still has a surface ratio of 0.100, but at 5 nm depth the ratio rises from 0.00008 to 0.011. The steady state is also reached later: starting from a clean target, the surface needs about 0.8 s instead of 0.19 s to reach 99\% of its steady ratio. Desorption at $k=v$ halves the surface ratio to 0.050, in agreement with (\ref{eq:desorb}).

If oxygen is ejected half as readily as tin, $r=0.5$, equation (\ref{eq:prefer}) gives 0.20 at fixed $Y=1.2$. A random ejection model held the total yield at 1.2 instead. Its measured metal yield was 1.08, for which (\ref{eq:prefer}) predicts 0.222. The model's mean ratio was 0.217, about 2\% lower. The exact long-run mean of this random model is 0.222, so the difference is a sampling error of the finite run. It is a fairly large one, since the mean of a run of this length has a standard deviation of 0.9\%.

The largest correction can come from neutral gas. Let the total pressure be 3 mTorr at 300 K, and let the oxygen share of the gas equal its share $f$ of the ion current. This assumes similar ionisation and collection of the two gases. The oxygen partial pressure is then $0.06\times3=0.18$ mTorr, and (\ref{eq:gasflux}) gives $\Gamma=6.45\times10^{16}\ {\rm cm^{-2}\,s^{-1}}$. Neutral oxygen molecules arrive 17 times as often as ionised ones. A sticking probability of
\[
s=\frac{fJ}{\Gamma}
=\frac{0.06\times6.24\times10^{16}}{6.45\times10^{16}}=0.058
\]
is enough for both supplies to be equal. For an illustrative $s=0.1$, the second term in (\ref{eq:both}) is 0.17, against 0.10 from implantation. These numbers assume gas at 300 K. Gas in front of a strongly sputtered target is commonly hotter, and at fixed pressure $\Gamma$ falls as $T^{-1/2}$, so that at 600 K the second term is 0.12.

\subsection{Comparison with a real target}

Pressures of a few mTorr, ion energies of several hundred eV and metal yields near one are ordinary for magnetron sputtering. The current density of $10\ {\rm mA/cm^2}$ stands for the strongly eroded zone of a target, not for its whole face. The assumption most exposed in practice is the neglect of neutral uptake, since clean metal surfaces can bind oxygen readily. With the numbers above, $s=0.1$ raises the total from 0.10 to 0.27 at fixed $Y$. The value 0.10 should therefore be read as the implanted contribution without reflection, not as a prediction of the full oxygen content. Reflection is not small for a light atom on a heavy target: a simple binary-collision estimate for oxygen atoms of 150 to 350 eV on clean tin gives $R$ of about one third, which lowers the implanted contribution to about 0.065. Oxide formation also commonly lowers the metal yield, which raises $2f/Y$ further.

The composition of ${\rm SnO_2}$, two oxygen atoms per tin atom, marks where the dilute picture has clearly ended. At a fixed metal yield of 1.2, equation (\ref{eq:main}) would require $f=Y=1.2$, which is impossible for a fraction. With proportional ejection, implantation alone therefore cannot reach this composition unless the metal yield falls to one or below. If oxygen is harder to eject than tin, the condition is weaker: setting $c=2$ in (\ref{eq:prefer}) gives $f=rY$, which can be met at $Y=1.2$ when $r$ is small enough. If 1.2 is instead a fixed total yield, setting $c=2$ in (\ref{eq:total}) gives $2f=2Y_0-4f$, hence $f=Y_0/3=0.40$. The meaning assigned to the yield, an 11\% matter at $f=0.06$, thus decides at high oxygen content whether the model with proportional ejection can reach this composition by implantation alone.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough values, tin in Ar with O2)
metal density: 37.0 nm^-3
metal yield Y: 1.20 atoms per ion
diatomic ion fraction f: 0.060
ion current density: 10.0 mA/cm^2
mean depth, spread: 1.50, 0.75 nm
total gas pressure: 3.00 mTorr
O2 partial pressure: 0.180 mTorr
gas temperature: 300 K
MAIN RESULT
surface ratio 2f/Y: 0.1000 O per metal atom
same, atoms followed singly: 0.1000
ion flux: 6.242e+16 cm^-2 s^-1
recession speed: 20.24 nm/s
ratio at mean depth, formula: 0.0433
ratio at mean depth, atoms followed: 0.0432
surface ratio after eroding mean depth: 0.0567
same, atoms followed singly: 0.0573
eroded depth for 99% of steady ratio: 3.77 nm
ion fluence for 99%: 1.161e+16 cm^-2
time for 99%: 0.186 s
SWELLING AND YIELD
strong test: f = 0.30, O volume 0.5 of metal atom
strong test 2f/Y: 0.5000
strong test, swelling layers: 0.5000
strong test, Y as total yield, formula: 1.0000
strong test, Y as total yield, layers: 0.9999
example, Y as total yield: 0.1111
example O volume / metal atom volume: 0.20
example surface swelling: 2.0 %
DIFFUSION AND DESORPTION
D for D/v = mean depth: 30.4 nm^2/s
surface ratio with this D, no desorption: 0.1000
same D, desorption speed k = v: 0.0500
ratio at 5 nm without D: 0.00008
ratio at 5 nm with D: 0.01124
REFLECTION AND PREFERENTIAL EJECTION
ratio if fraction 0.2 is reflected: 0.0800
same, atoms followed singly: 0.0805
relative ejection probability r: 0.50
2f/(rY) at fixed Y = 1.2: 0.2000
ejection model, measured metal yield: 1.0816
ejection model, surface ratio: 0.2171
2f/(rY) with measured yield: 0.2219
NEUTRAL GAS AND LIMIT OF THE PICTURE
neutral O2 flux: 6.453e+16 cm^-2 s^-1
neutral O2 / ionised O2 arrivals: 17.2
sticking for equal supply: 0.0580
neutral O kept per ejected metal atom at sticking 0.1: 0.172
f needed for 2 O per metal atom, fixed Y: 1.20
f needed for 2 O per metal atom, total yield: 0.40
\end{verbatim}
